\section*{Degenerate Bloch Modes: Velocity Diagonalization and a Unitary Scattering Matrix}

\section{What a change of basis permits}

Let several propagating Bloch modes of a lead share one wave number at one energy, and let the columns of $B$ span them. An eigen-solver may return $BC$ instead, with any invertible matrix $C$. No physical result may depend on $C$. Two Hermitian matrices describe the subspace: the overlap $G=B^\dagger B$ and the projected velocity operator $J=B^\dagger(dH/dk)B/\hbar$. Under the change of basis,
\begin{equation}
G\to C^\dagger GC,\qquad J\to C^\dagger JC .
\end{equation}
The eigenvalues of $J$ alone are therefore not invariant. Those of the pair are: if
\begin{equation}
Jc=vGc, \label{eq:gen}
\end{equation}
then $c'=C^{-1}c$ satisfies $C^\dagger JC\,c'=v\,C^\dagger GC\,c'$ with the same $v$, and the physical vector $BCc'=Bc$ is unchanged. The dimensions agree, since $G$ is dimensionless for dimensionless cell amplitudes and $J$ is a velocity. Symmetry thus suggests (\ref{eq:gen}) as the rule for choosing modes. It remains to show that this rule gives a unitary scattering matrix, and the one with the correct incoming and outgoing waves.

\section{The lead and its conserved current}

The electrons are noninteracting, or move in a fixed mean field, and scatter elastically. Each lead cell has $M$ orthonormal orbitals, a Hermitian block $H_0$ and an invertible hopping matrix $V$ from cell $n$ to cell $n+1$ in the sense
\begin{equation}
E\psi_n=H_0\psi_n+V\psi_{n+1}+V^\dagger\psi_{n-1}. \label{eq:cell}
\end{equation}
From here on $\hbar=a=1$, where $a$ is the cell length. A mode $\psi_n=u\lambda^n$ with $\lambda=e^{ik}$ obeys
\begin{equation}
P(\lambda)u=0,\qquad P(\lambda)=E-H_0-\lambda V-\lambda^{-1}V^\dagger . \label{eq:mode}
\end{equation}
Propagating modes have $|\lambda|=1$; the others are evanescent.

Take two solutions $\phi,\psi$ of (\ref{eq:cell}) at the same real $E$. Multiply the equation for $\psi_n$ by $\phi_n^\dagger$, and subtract the adjoint equation for $\phi_n$ multiplied by $\psi_n$. The terms in $E$ and $H_0$ cancel:
\begin{equation}
0=\phi_n^\dagger V\psi_{n+1}+\phi_n^\dagger V^\dagger\psi_{n-1}
-\phi_{n+1}^\dagger V^\dagger\psi_n-\phi_{n-1}^\dagger V\psi_n .
\end{equation}
Multiplied by $i$, this reads $I_n-I_{n-1}=0$, where
\begin{equation}
I_n[\phi,\psi]=i\left(\phi_n^\dagger V\psi_{n+1}-\phi_{n+1}^\dagger V^\dagger\psi_n\right).
\end{equation}
For $\phi=\psi$ this is the probability current from cell $n$ to $n+1$: the time-dependent equation gives $d(\psi_n^\dagger\psi_n)/dt=I_{n-1}-I_n$.

Inserting modes $i$ and $j$ gives
\begin{align}
I_n&=(\lambda_i^*\lambda_j)^nJ_{ij},\\
J_{ij}&=i\left(\lambda_j u_i^\dagger Vu_j-\lambda_i^*u_i^\dagger V^\dagger u_j\right).
\end{align}
Since $I_n$ cannot depend on $n$, $J_{ij}=0$ unless $\lambda_i^*\lambda_j=1$. Different propagating wave numbers carry no mutual current, and neither do a propagating and an evanescent mode. Modes with equal $\lambda$ have no such protection. For them, with $H(k)=H_0+\lambda V+\lambda^*V^\dagger$,
\begin{equation}
J=B^\dagger(i\lambda V-i\lambda^*V^\dagger)B=B^\dagger H'(k)B ,
\end{equation}
which is the projected velocity operator.

\section{How the naive scheme fails}

Let cells $1,\dots,N$ be the scatterer, with Hermitian blocks and the same hopping $V$. The left lead, $n\le0$, contains incoming right-movers, reflected left-movers and evanescent modes with $|\lambda|>1$. The right lead, $n\ge N+1$, contains transmitted right-movers, incoming left-movers and modes with $|\lambda|<1$. Using (\ref{eq:mode}), the equations of the two boundary cells become
\begin{align}
V\sum_j a_j\lambda_ju_j&=V\psi_1, &
V^\dagger\sum_j b_j\lambda_j^{-1}u_j&=V^\dagger\psi_N ,
\end{align}
where $a_j$ and $b_j$ are the mode amplitudes referred to cells $0$ and $N+1$. Together with (\ref{eq:cell}) inside the scatterer, they form a linear system for the outgoing and evanescent amplitudes. The system is assumed nonsingular.

The naive scheme calls a mode right-moving if $J_{jj}>0$ and multiplies its amplitude by $\sqrt{|J_{jj}|}$. To see what this does, collect the right-movers in a set $R$ and the left-movers in $L$, and suppose that no current cross terms connect $R$ with $L$. Let $\alpha,\beta$ be the incoming and reflected amplitudes on the left, and $\gamma,\delta$ the transmitted and incoming amplitudes on the right. The retained evanescent modes on one side have $|\lambda_i^*\lambda_j|\ne1$ among themselves, so they carry no current. Equality of the currents in the two leads gives
\begin{equation}
\alpha^\dagger J_{RR}\alpha+\beta^\dagger J_{LL}\beta
=\gamma^\dagger J_{RR}\gamma+\delta^\dagger J_{LL}\delta .
\end{equation}
Moving outgoing amplitudes to one side yields
\begin{equation}
\gamma^\dagger J_{RR}\gamma-\beta^\dagger J_{LL}\beta
=\alpha^\dagger J_{RR}\alpha-\delta^\dagger J_{LL}\delta .
\end{equation}
Let $D_R,D_L$ be the diagonal matrices of $|J_{jj}|$, and define $K_R=D_R^{-1/2}J_{RR}D_R^{-1/2}$ and $K_L=-D_L^{-1/2}J_{LL}D_L^{-1/2}$. Both have unit diagonals. The normalized outgoing vector $(\beta,\gamma)$ is $\tilde S$ times the normalized incoming vector $(\alpha,\delta)$. Because the balance holds for every input,
\begin{equation}
\tilde S^\dagger K_{\rm out}\tilde S=K_{\rm in}, \label{eq:law}
\end{equation}
with $K_{\rm out}=\mathrm{diag}(K_L,K_R)$ and $K_{\rm in}=\mathrm{diag}(K_R,K_L)$. Current is conserved even in the bad basis. What is lost is its expression as a sum of squared amplitudes. If the $K$ matrices are identities, (\ref{eq:law}) becomes $S^\dagger S=1$.

Two limits separate the causes of an off-diagonal $K$. For an orthonormal pair rotated by $\theta$ from modes with velocities $v_1,v_2$,
\begin{equation}
J_{12}=(v_2-v_1)\sin\theta\cos\theta ,
\end{equation}
so unequal velocities are to blame. For equal velocities $J=vG$, and normalized vectors give $K_{12}=G_{12}$: here nonorthogonality alone is to blame, and any orthonormal basis is a cure.

\section{Why diagonalizing $J$ alone is not enough}

A first repair is to diagonalize the numerical matrix $J$ by a unitary rotation of the solver's vectors. This removes the cross terms and makes $S$ unitary. Whether it also guarantees the right total transmission depends on the signs of the velocities.

If all velocities in the subspace have one sign, two flux-normalized bases that both diagonalize $J$ differ by a matrix $W$ with $W^\dagger W=1$. The transmission block changes as $t\to W_1^\dagger tW_2$ with unitary $W_{1,2}$, so $\mathrm{Tr}\,t^\dagger t$ is unchanged. Individual probabilities can change.

If the signs differ, let $p$ and $q$ be flux-normalized modes with currents $+1$ and $-1$. The combinations
\begin{equation}
p'=p\cosh\theta+q\sinh\theta,\quad q'=p\sinh\theta+q\cosh\theta
\end{equation}
have currents $\cosh^2\theta-\sinh^2\theta=1$ and $-1$, and cross current $\cosh\theta\sinh\theta-\sinh\theta\cosh\theta=0$. Current conservation cannot tell them from $p$ and $q$. Yet a transmitted wave $p'$ contains $q$, which comes in from infinity. The resulting $S$ is unitary but answers a different scattering question.

\section{Causality selects the overlap}

Outgoing waves are defined by adding a small positive imaginary part to the energy: they must then decay away from the scatterer. Let $E\to E+\delta E$, $k\to k+\delta k$ and $u=Bc+\delta u$, where $H$ at complex $k$ means $H_0+\lambda V+\lambda^{-1}V^\dagger$. To first order,
\begin{equation}
[H(k)-E]\delta u+[\delta k\,H'(k)-\delta E]Bc=0 .
\end{equation}
Multiply by $B^\dagger$. At the real crossing point $H(k)$ is Hermitian, so $B^\dagger[H(k)-E]=0$, and
\begin{equation}
(\delta k\,J-\delta E\,G)c=0\;\Rightarrow\; Jc=vGc,\quad v=\frac{\delta E}{\delta k}. \label{eq:pert}
\end{equation}
This is the rule found from symmetry. For $\delta E=i\eta$ with $\eta>0$, $\delta k=i\eta/v$ and $|\lambda^n|=e^{-\eta n/v}$. A mode with $v>0$ decays to the right, as a retarded right-mover must.

For real $\delta E$, (\ref{eq:pert}) gives the band slopes. When they are distinct, the vectors $Bc$ are the limits of the separate band modes, up to phases. The matching system is then continuous at the crossing, and so are the scattering probabilities.

Since $G$ is positive definite, $c=G^{-1/2}y$ turns (\ref{eq:gen}) into the Hermitian problem $G^{-1/2}JG^{-1/2}y=vy$. Orthonormal $y_i$ give
\begin{equation}
c_i^\dagger Gc_j=\delta_{ij},\qquad c_i^\dagger Jc_j=v_i\delta_{ij}.
\end{equation}
Within each degenerate subspace the cured modes are orthonormal and free of cross currents. With nonzero velocities, all $K$ matrices are identities and $S$ is unitary.

Nonzero velocities also ensure that the eigenvectors span the whole degenerate space. A missing eigenvector would imply a chain $P(\lambda)u_1+P'(\lambda)Bc=0$ with $c\ne0$. Since $\lambda P'(\lambda)=-\lambda V+\lambda^{-1}V^\dagger=iH'(k)$, multiplication by $\lambda B^\dagger$ gives $iJc=0$, which is impossible if $J$ is nonsingular. At a band edge $v=0$, this argument and flux normalization both fail.

\section{The scheme}

\begin{enumerate}
\item Solve (\ref{eq:mode}) for all $\lambda$ and $u$. With invertible $V$ it becomes an ordinary eigenproblem of size $2M$ for the vector $(u,\lambda u)$.
\item Group propagating modes whose $\lambda$ agree within a tolerance $\tau$.
\item In each group form $J$ and $G$, solve $Jc=vGc$ with $c^\dagger Gc=1$, and replace $B$ by the vectors $Bc$.
\item Sort propagating modes by the sign of $v$ and evanescent ones by $|\lambda|$, solve the matching equations, and multiply each amplitude by $\sqrt{|v|}$.
\end{enumerate}
Near a crossing, (\ref{eq:pert}) gives $|\delta\lambda|\simeq|\delta E|\,|1/v_1-1/v_2|$ for the splitting. If two modes with slightly different $\lambda$ are grouped, their combinations are only approximate Bloch modes, with an error proportional to the splitting. If they are left separate, rounding errors mix their vectors by an amount of order $\varepsilon/|\delta\lambda|$, where $\varepsilon$ is the relative rounding error. The two errors are comparable near $|\delta\lambda|\sim\sqrt{\varepsilon}$, about $10^{-8}$ in double precision. The program uses $\tau=10^{-6}$, which keeps both small when the splitting comes from a small energy offset from a true crossing.

A weak perturbation $\delta H$ of the lead itself is different. At fixed energy, the same first-order argument gives $(\delta k\,J+B^\dagger\delta H\,B)c=0$. Scaling $\delta H$ scales $\delta k$ but leaves $c$ unchanged, so the exact modes can be finite mixtures of the cured ones however small the splitting. For velocities of opposite sign the consequence can be more drastic. If $\delta H$ only couples the two cured modes, with matrix element $h$, then $\delta k^2=|h|^2/(v_1v_2)<0$: a gap opens at the crossing energy and both modes become evanescent. For a strictly semi-infinite lead, grouping them as propagating modes would make even the total transmission wrong. The decay length is $\sqrt{|v_1v_2|}/|h|$ cells, so the gap matters only for leads longer than this and for a broadening $\eta$ small compared with $|h|$. To resolve such a gap, the tolerance used to recognize $|\lambda|=1$ must be smaller than the deviation of $|\lambda|$ from 1 that the gap produces; the program uses $10^{-6}$ for this test as well and would miss a narrower gap. For velocities of one sign, grouping changes the individual channel probabilities by a finite amount but the total transmission only in proportion to the splitting, whereas separate modes carry the rounding error $\varepsilon/|\delta\lambda|$. Leaving the modes separate is then safe only for splittings well above $\sqrt{\varepsilon}$.

\section{A ladder with two kinds of crossing}

Consider a three-leg ladder with round model parameters. The outer legs have zero onsite energy, hopping $t_1=-1$ eV and mutual coupling $g=1$ eV. An outer site couples to the middle site of its own cell by $w=0.3$ eV and of the next cell by $d=0.2$ eV. The middle leg has onsite energy $\epsilon$ and hopping $t_2$.

Exchange of the outer legs is a symmetry. With $x=\cos k$, the odd band is $E=-g+2t_1x$. The even states have the block
\begin{equation}
\begin{pmatrix} g+2t_1x&\sqrt2f\\ \sqrt2f^*&\epsilon+2t_2x\end{pmatrix},\quad f=w+de^{ik}.
\end{equation}
The odd energy is also an even eigenvalue when the determinant of this block minus $E$ vanishes. Its diagonal entries are then $2g$ and $\epsilon+g+2(t_2-t_1)x$, so
\begin{equation}
g[\epsilon+g+2(t_2-t_1)x]=w^2+d^2+2wdx ,
\end{equation}
\begin{equation}
x=\frac{w^2+d^2-g(\epsilon+g)}{2g(t_2-t_1)-2wd}.
\end{equation}
Case A has $\epsilon=-1.14$ eV, $t_2=-0.4$ eV, and $x=0.27/1.08=0.25$. Case B has $\epsilon=-1.74$ eV, $t_2=0.8$ eV, and $x=0.87/3.48=0.25$. Both cross at $E=-1.5$ eV.

The odd velocity is $-2t_1\sin k=1.936$, in units of eV$\,a/\hbar$. For the even one, differentiate $(E-g-2t_1x)(E-\epsilon-2t_2x)=2|f|^2$. At the crossing the brackets are $-2$ and $-0.16$ eV in both cases, hence
\begin{equation}
\frac{dE}{dx}=\frac{2t_1(-0.16)+2t_2(-2)+4wd}{-2.16}.
\end{equation}
This is $-1.000$ eV in A and $1.222$ eV in B. Multiplication by $dx/dk=-\sin k=-0.968$ gives $v=0.968$ and $v=-1.183$. Case A thus has two right-movers at $+k$; case B has one of each direction.

As a model of solver output, take two mixtures $o\cos\theta+e\sin\theta$ of the odd and even modes, with $\theta=15^\circ$ and $45^\circ$, at both $k$ and $-k$. The first component of each normalized mode $o$ and $e$ is chosen real and positive. This choice of phases does not affect $J$ or $G$ below, but it does affect the scattering results of the uncured mixtures and, in case B, the $J$-only transmission; the tabulated values, including the excess of the mixed case A total over 2, belong to this choice. Their overlap is $G_{12}=\cos30^\circ=0.866$. In case A,
\begin{equation}
J=\begin{pmatrix}1.8716&1.4999\\1.4999&1.4524\end{pmatrix},\quad
K_{12}=\frac{1.4999}{\sqrt{1.8716\times1.4524}}=0.91 .
\end{equation}
For unit-norm vectors, $\det(J-vG)=0$ reads
\begin{equation}
(1-G_{12}^2)v^2-(J_{11}+J_{22}-2G_{12}J_{12})v+\det J=0 .
\end{equation}
Here it is $0.25v^2-0.726v+0.469=0$, with roots $0.968$ and $1.936$: the band velocities are recovered from the mixture. In case B, $J_{11}=1.7275$, $J_{22}=0.3765$ and $J_{12}=1.1061$ give $0.25v^2-0.188v-0.573=0$, with roots $-1.183$ and $1.936$. Both diagonal entries are positive, so the naive scheme takes both mixtures for right-movers although one true mode moves left.

\section{Reading the scattering results}

The scatterer is two cells with added potentials $(0.8,0,-0.4)$ and $(0,0.5,0.3)$ eV on the three legs. They break the mirror symmetry and couple odd to even modes. Two channels are open in each direction, so a transmission above 2 is impossible. The defect below is the largest element of $|S^\dagger S-1|$.

\begin{center}
\begin{tabular}{lccc}
Total transmission & mixed & $J$ only & $J$ and $G$\\
Case A & 2.253 & 1.780 & 1.780\\
Case B & 2.827 & 1.820 & 1.870
\end{tabular}
\end{center}

The mixed modes violate the bound in both cases, with defects $1.16$ and $1.33$, while (\ref{eq:law}) still holds to rounding error. The other two columns belong to matrices that are unitary to rounding error. An independent retarded Green-function calculation, which uses no lead modes, gives $1.780$ and $1.870$. It confirms the full cure and rejects the $J$-only result in case B, which is low by $0.050$, or $2.7\%$ of the correct transmission. The size of this error depends on the mixture, and unitarity gives no warning of it.

In case A the $J$-only total is right, but its channels are not the band modes. For the cured modes the odd-to-odd transmission probability is $0.953$ and the odd-to-odd reflection probability is $0.001$. The $J$-only channels are mixtures without definite parity; between those whose eigenvalue of $J$ is larger in magnitude, the transmission and reflection probabilities are $0.908$ and $0.021$. The prescribed mixture is not needed to provoke the failure: in case A an actual eigen-solver returned, in the run shown below, a pair with overlap $0.77$, and its uncorrected $S$ had a defect of $0.44$. Rounding errors select the pair at an exact degeneracy, so these two values can change with the solver or the machine.

Further tests support the derivation. Finite-difference band slopes and the decay rates at complex energy both reproduce the velocities. Twenty random complex mixtures lead to the same cured probabilities within rounding error. At $10^{-4}$ eV on either side of the crossing, where the solver separates the modes, the probabilities differ from the cured ones by at most $6\times10^{-6}$ in A and $2\times10^{-5}$ in B, consistent with the continuous limit. The full values are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Outer legs (eV): onsite 0.0, hopping -1.0, mutual coupling 1.0
Outer-middle coupling (eV): same cell 0.3, next cell 0.2
Added potential, device cell 1 (eV): [ 0.8  0.  -0.4]
Added potential, device cell 2 (eV): [0.  0.5 0.3]
Mixing angles odd->even (degrees): [15. 45.]
Case A: middle leg onsite -1.14 eV, hopping -0.4 eV
A crossing: cos k = 0.25000, k = 1.31812 1/a, E = -1.50000 eV
A cured velocities at +k (eV a/hbar): 0.96825 1.93649
A band slopes by differences (eV a/hbar): 0.96825 1.93649
A velocities from decay at E+i*eta (eV a/hbar): 0.96825 1.93649
A evanescent |lambda|: 0.35100 2.84900
A mixed J at +k (eV a/hbar): 1.87163 1.49985; 1.49985 1.45237
A mixed overlap G at +k: 1.00000 0.86603; 0.86603 1.00000
A mixed modes, outgoing/incoming flux sums: 1.79204 1.56687 1.51869 1.83949
A unitarity defect: mixed 1.15720, J only 4.4e-16, cured 5.6e-16
A general flux-law residual, mixed: 6.7e-16
A transmission: mixed 2.252593, J only 1.779717
A transmission: cured 1.779717, Green function 1.779716
A cured |S|^2 rows: 0.00094 0.03906 0.95326 0.00675; 0.03906 0.14123 0.02029 0.79943; 0.95326 0.02029 0.00440 0.02206; 0.00675 0.79943 0.02206 0.17177
A J-only |S|^2 rows: 0.02101 0.04652 0.90756 0.02491; 0.04652 0.10624 0.04438 0.80286; 0.90756 0.04438 0.02385 0.02421; 0.02491 0.80286 0.02421 0.14802
A largest |S|^2 change at E +- 1e-4 eV: 5.8e-06; over 20 mixtures: 1.3e-15
A actual solver output: pair overlap 0.77330, unitarity defect 0.44461
Case B: middle leg onsite -1.74 eV, hopping 0.8 eV
B crossing: cos k = 0.25000, k = 1.31812 1/a, E = -1.50000 eV
B cured velocities at +k (eV a/hbar): -1.18341 1.93649
B band slopes by differences (eV a/hbar): -1.18341 1.93649
B velocities from decay at E+i*eta (eV a/hbar): -1.18341 1.93649
B evanescent |lambda|: 0.68051 1.46949
B mixed J at +k (eV a/hbar): 1.72750 1.10607; 1.10607 0.37654
B mixed overlap G at +k: 1.00000 0.86603; 0.86603 1.00000
B mixed modes, outgoing/incoming flux sums: 1.38626 1.87961 0.88323 2.32523
B unitarity defect: mixed 1.32523, J only 1.3e-15, cured 1.6e-15
B general flux-law residual, mixed: 2.7e-15
B transmission: mixed 2.826967, J only 1.819894
B transmission: cured 1.869903, Green function 1.869903
B cured |S|^2 rows: 0.01845 0.01005 0.96688 0.00463; 0.01005 0.09155 0.00594 0.89246; 0.96688 0.00594 0.02147 0.00571; 0.00463 0.89246 0.00571 0.09720
B J-only |S|^2 rows: 0.01528 0.03290 0.94051 0.01132; 0.03290 0.09904 0.00545 0.86261; 0.94051 0.00545 0.01843 0.03562; 0.01132 0.86261 0.03562 0.09045
B largest |S|^2 change at E +- 1e-4 eV: 1.9e-05; over 20 mixtures: 1.6e-15
\end{verbatim}
